# Exchange splitting of core-hole lines, with O2 and NO

A photon removes one electron from a doubly occupied core s orbital $c$ of an open-shell molecule. The molecule has $2S$ open orbitals $i,j,\dots$, each holding one electron, with spins coupled to the maximum value $S>0$. All other shells are closed. The core electron left behind has spin 1/2 and couples to $S$, so the core level appears as two lines. This problem finds their separation and intensities, and then asks what orbital relaxation does to them.

Orbitals are real and orthonormal, spin-orbit coupling is neglected, and the algebra is in atomic units. Two-electron integrals are written $(pq|rs)=\int\!\!\int p(1)q(1)\,r_{12}^{-1}\,r(2)s(2)$. Until part (e), both final states use the same orbitals.

## (a) Which part of the Hamiltonian sees the relative spin?

Keep the terms that leave one electron in $c$ and the closed shells filled. Write the spin-dependent part with the core spin $\mathbf s_c$ and the operators
$$E_{ij}=\sum_\sigma i^\dagger_\sigma j_\sigma,\qquad s^z_{ij}=\tfrac12(i^\dagger_\uparrow j_\uparrow-i^\dagger_\downarrow j_\downarrow),\qquad s^+_{ij}=i^\dagger_\uparrow j_\downarrow,\qquad s^-_{ij}=i^\dagger_\downarrow j_\uparrow .$$

**Solution.** The electron repulsion is
$$\tfrac12\sum_{pqrs}(pq|rs)\sum_{\sigma\tau}p^\dagger_\sigma r^\dagger_\tau s_\tau q_\sigma .$$
Terms that change the core occupation are dropped; they connect states separated by a core excitation energy. Between the core and the open shell two kinds remain. The direct terms $(cc|ij)\,n_cE_{ij}$, with $n_c$ the core occupation, contain no spin. Filled shells have no net spin and add a spin-independent potential.

In the exchange terms, the electron created in $c$ comes from $j$, and the one created in $i$ comes from $c$. The choice $p=s=c$, $q=j$, $r=i$ and its mirror image, with the two electrons interchanged, are equal and cancel the factor 1/2. With $K_{ij}=(ci|jc)$,
$$H_x=\sum_{ij}K_{ij}\sum_{\sigma\tau}c^\dagger_\sigma i^\dagger_\tau c_\tau j_\sigma=-\sum_{ij}K_{ij}\sum_{\sigma\tau}c^\dagger_\sigma c_\tau\, i^\dagger_\tau j_\sigma .$$
The minus sign comes from exchanging $i^\dagger_\tau$ and $c_\tau$, which anticommute.

Now sum over spins. For $\sigma=\tau$, use $c^\dagger_\uparrow c_\uparrow=n_c/2+s^z_c$ and $i^\dagger_\uparrow j_\uparrow=E_{ij}/2+s^z_{ij}$, with minus signs for spin down:
$$\left(\tfrac{n_c}2+s^z_c\right)\left(\tfrac{E_{ij}}2+s^z_{ij}\right)+\left(\tfrac{n_c}2-s^z_c\right)\left(\tfrac{E_{ij}}2-s^z_{ij}\right)=\tfrac12n_cE_{ij}+2s^z_cs^z_{ij}.$$
For $\sigma\ne\tau$ the sum is $s^+_cs^-_{ij}+s^-_cs^+_{ij}=2(s^x_cs^x_{ij}+s^y_cs^y_{ij})$. Together,
$$H_x=-\sum_{ij}K_{ij}\left[\tfrac12n_cE_{ij}+2\,\mathbf s_c\cdot\mathbf s_{ij}\right].\tag{1}$$
This is electrostatic repulsion combined with antisymmetry; no magnetic force is involved.

## (b) How far apart are the two lines?

Evaluate (1) to first order, keeping the open shell in its original spin multiplet.

**Solution.** The operator $\sum_{ij}K_{ij}\mathbf s_{ij}$ is a vector under rotations of the open-shell spin. By the projection theorem, its matrix elements within one multiplet are proportional to those of the total open-shell spin $\mathbf S$:
$$\sum_{ij}K_{ij}\mathbf s_{ij}\to K\,\mathbf S .$$
To find $K$, take the $z$ component in the state $M=S$, where every open orbital holds one spin-up electron. Terms with $i\neq j$ change the occupations and have no expectation value. Each diagonal term gives $K_{ii}/2$, so $\tfrac12\sum_iK_{ii}=KS$ and
$$K=\frac1{2S}\sum_i(ci|ic).$$
Thus $K$ is the mean exchange integral over the $2S$ open orbitals. It is positive, being the average electrostatic self-repulsion of the densities $c\,i$.

The first term of (1) gives $-\tfrac12\sum_iK_{ii}=-SK$, so the exchange energy is $-SK-K\langle2\mathbf s_c\cdot\mathbf S\rangle$. For total final spin $S'$,
$$2\,\mathbf s_c\cdot\mathbf S=S'(S'+1)-S(S+1)-\tfrac34=\begin{cases}S,&S'=S+\tfrac12\\-(S+1),&S'=S-\tfrac12.\end{cases}$$
The two energies are therefore $-2SK$ and $+K$, and
$$\boxed{E(S-\tfrac12)-E(S+\tfrac12)=(2S+1)K}\tag{2}$$
The high-spin ion lies lower, so its line has the smaller binding energy. For large $S$ the splitting approaches $2SK$, the energy needed to reverse a spin 1/2 in the exchange field of a classical spin. For a closed shell, $S=0$, there is one final spin and no splitting.

## (c) When is the first-order result exact within the configuration?

Find a sufficient condition. Then estimate the error for $S=3/2$ with $K_{ii}=0.3$, 0.5 and 0.7 eV, $K_{ij}=0$ for $i\ne j$, and an exchange integral $X=2.0$ eV between each pair of open orbitals. There is no hopping between orbitals.

**Solution.** If $K_{ij}=K\delta_{ij}$, then $\sum_{ij}K_{ij}\mathbf s_{ij}=K\mathbf S$ as an operator identity, without projection. The exchange with the core then commutes with $\mathbf S^2$, as does the rest of the open-shell Hamiltonian. The core spin cannot mix different open-shell states, and (2) is exact within this configuration and these orbitals.

If the integrals differ, write $K_{ii}=K+\delta_i$ with $\sum_i\delta_i=0$. The equal part is solved as above. The remainder is
$$V=-2\,\mathbf s_c\cdot\mathbf A,\qquad \mathbf A=\sum_i\delta_i\mathbf s_i,$$
where $\mathbf s_i=\mathbf s_{ii}$. Within the quartet $S=3/2$, $\mathbf A$ projects to zero, so $V$ acts first in second order, through the open-shell doublets. The product rule for spin-1/2 components, $s^as^b=\tfrac14\delta_{ab}+\tfrac i2\epsilon_{abd}s^d$, and $\mathbf A\times\mathbf A=i\sum_i\delta_i^2\mathbf s_i$ give
$$(\mathbf s_c\cdot\mathbf A)^2=\tfrac14\mathbf A^2-\tfrac12\,\mathbf s_c\cdot\sum_i\delta_i^2\mathbf s_i .$$
Let $D=\sum_i\delta_i^2$. In the quartet $\langle\mathbf s_i\cdot\mathbf s_j\rangle=1/4$ for $i\ne j$, and $\sum_{i\ne j}\delta_i\delta_j=-D$, so $\langle\mathbf A^2\rangle=\tfrac34D-\tfrac14D=\tfrac12D$. The vector $\sum_i\delta_i^2\mathbf s_i$ projects to $(D/3)\mathbf S$. For $S'=1$, $\mathbf s_c\cdot\mathbf S=-5/4$, and
$$\langle V^2\rangle=4\left(\frac D8+\frac{5D}{24}\right)=\frac{4D}3 .$$
For $S'=2$, $\mathbf s_c\cdot\mathbf S=3/4$ and the bracket vanishes, as it must: no open-shell doublet can form $S'=2$.

The energy denominator has two parts. By the spin identity of part (a), each open pair contributes $-X(\tfrac12+2\mathbf s_i\cdot\mathbf s_j)$, which puts the doublets $3X=6.0$ eV above the quartet. Coupling to the core with the mean $K=0.5$ eV adds $+K$ to the quartet-derived $S'=1$ state and $-2K$ to the doublet-derived ones. The gap is $6.0-3K=4.5$ eV.

With $D=0.04+0+0.04=0.08$ eV², $\langle V^2\rangle=0.1067$ eV² and the low-spin state is lowered by $0.1067/4.5=0.0237$ eV. The splitting falls from $4K=2.000$ eV to 1.976 eV. Numerical diagonalization of the model Hamiltonian also gives 1.976 eV. The error relative to (2) is about 1% here. To second order, and at fixed mean $K$, it grows as the square of the spread in $K_{ii}$.

## (d) What is the intensity ratio?

Assume sudden ionization and the same photoelectron matrix element for both lines. Sum over the spin of the removed electron and over the final spin projections.

**Solution.** Removing either core electron from $c^2$ leaves the other one, with spin projection $m=\pm1/2$, and does not disturb the open-shell state $|S,M\rangle$. Let $P_{S'}$ project on total spin $S'$. The weight of a line is
$$W(S')=\sum_m\langle m;S,M|P_{S'}|m;S,M\rangle .$$
After the sum over $m$, the operator acting on the open shell is rotationally invariant, so $W$ does not depend on $M$. Averaging over the $2S+1$ values of $M$ turns it into a full trace:
$$W(S')=\frac{\mathrm{Tr}\,P_{S'}}{2S+1}=\frac{2S'+1}{2S+1}.$$
The two weights add to 2, the number of core electrons that could be removed. Their ratio is
$$\boxed{\frac{I(S+\frac12)}{I(S-\frac12)}=\frac{2S+2}{2S}=\frac{S+1}S}\tag{3}$$

The ratio can change if the final states mix with others. In the model of part (c), the low-spin state acquires, relative to its main component, the weight $0.1067/4.5^2=0.0053$ of open-shell doublets, which sudden ionization does not reach. Its line weakens and the ratio rises from 1.667 to 1.675. Different relaxation in the two final states, or a photoelectron energy so low that the two matrix elements differ, can also change the ratio.

## (e) How can two single determinants give the splitting?

Delta-SCF computes a core-hole state by converging a determinant in which a chosen core spin orbital stays empty. Let the open shell be $|S,S\rangle$, and let the remaining core electron be parallel or opposed to it. Relate the difference of the two determinant energies to the splitting.

**Solution.** The parallel determinant is a pure state of spin $S+1/2$. The opposed one is a mixture, with weight $p$ for $S+1/2$ and $1-p$ for $S-1/2$. In it only the $z$ part of $2\mathbf s_c\cdot\mathbf S$ has an expectation value, $2(-\tfrac12)S=-S$. Equating this to the weighted average of the values in (b),
$$pS-(1-p)(S+1)=-S\quad\Rightarrow\quad p=\frac1{2S+1}.$$
Hence
$$E_{\rm opp}-E_{\rm par}=(1-p)(2S+1)K=2SK,$$
$$E(S-\tfrac12)-E(S+\tfrac12)=\frac{2S+1}{2S}\,(E_{\rm opp}-E_{\rm par}).\tag{4}$$
The plain energy difference misses a factor 3/2 for $S=1$ and a factor 2 for $S=1/2$.

With common orbitals, (4) is equivalent to (2). If each determinant is relaxed separately with different orbitals for up and down spin, (4) becomes an estimate: the closed shells polarize and the weights shift. A useful indicator is $\langle\mathbf S'^2\rangle$, with $\mathbf S'$ the total spin. Its ideal value is $(S+\tfrac12)(S+\tfrac32)$ for the parallel determinant and $2S$ less for the opposed one.

## (f) What happens in O2?

The ground state has two parallel electrons in the degenerate orbitals $\pi^*_x$ and $\pi^*_y$. Apply the results, first with ground-state orbitals and then with relaxation.

**Solution.** Here $S=1$, and the ion is a quartet or a doublet. Reflection $x\to-x$ makes $K_{xy}$ vanish, and rotation about the axis makes $K_{xx}=K_{yy}$. The condition of part (c) holds, so the splitting is $3K$ and the intensity ratio 2:1 within this configuration.

The numbers come from nonrelativistic Hartree-Fock calculations in the cc-pCVTZ basis, at a chosen bond length of 1.20 Å. Restricted open-shell orbitals of the ground state, with the core orbital localized on one atom, give $K=0.563$ eV. The splitting is $3K=1.69$ eV.

The choice of a localized hole matters little at this stage. Delocalized core orbitals $(a\pm b)/\sqrt2$ have
$$K_\pm=\tfrac12(K_a+K_b)\pm(a\pi^*|b\pi^*),\qquad K_a=K_b=K .$$
The computed values are 0.558 and 0.568 eV, so the two-centre integral has magnitude 0.005 eV.

Relaxation matters more. The two determinants of part (e) were converged separately by unrestricted Hartree-Fock, with occupied orbitals chosen at each iteration by maximum overlap with the starting ones. Their energies differ by 0.712 eV, and (4) gives
$$\tfrac32\times0.712=1.07\ \text{eV}.$$
The values of $\langle\mathbf S'^2\rangle$ are 3.80 and 1.79, against the ideal 3.75 and 1.75. The relaxed value depends on the method: relaxing the quartet and the doublet separately as spin-pure restricted open-shell states gives a splitting of 0.63 eV in the same basis. Both treatments lower the splitting from 1.69 eV, by different amounts.

The relaxed orbitals of the parallel determinant have a smaller exchange integral, in line with the reduced splitting. In the relaxed parallel determinant, the core and $\pi^*$ orbitals are identified as the spin-up orbitals without a spin-down partner. Replacing the $\pi^*$ orbitals alone lowers $K$ from 0.563 to 0.348 eV; replacing the core orbital as well gives 0.333 eV. The size of the drop depends on how the open orbitals are defined: restricted open-shell orbitals of the relaxed quartet ion give $K=0.270$ eV. In the cc-pCVQZ basis this value and 0.333 eV each rise by 0.001 eV. The $\pi^*$ share on the hole atom, measured by Mulliken population, falls from 0.50 to 0.17.

A two-site model explains the direction of this shift. Let the hole lower the $p$ level on its own atom $A$ to $-\Delta/2$, with the other atom $B$ at $+\Delta/2$ and a coupling $t$ between them. Neglecting overlap, the antibonding energy is $E_+=\tfrac12\sqrt{\Delta^2+4t^2}$. Its derivative with respect to $\Delta$ is $\tfrac12(P_B-P_A)$, where $P_A+P_B=1$ are the site populations. Therefore
$$P_A=\frac12\left(1-\frac\Delta{\sqrt{\Delta^2+4t^2}}\right)<\frac12 .$$
The bonding orbital moves toward the hole, and the antibonding orbital, being orthogonal to it, moves away. In O2 the exchange integral with the core falls at the same time.

## (g) Why do the two core levels of NO split differently?

NO has one $\pi^*$ electron. Treat the N 1s and O 1s holes at a bond length of 1.15 Å with the same methods.

**Solution.** Now $S=1/2$. The final states are a triplet and a singlet, the splitting is $2K$, and the ratio is 3:1 for either hole. With one open electron there is no other open-shell spin to mix in. The results are:

| Quantity | N 1s hole | O 1s hole |
|---|---:|---:|
| $K$, ground-state orbitals (eV) | 0.658 | 0.315 |
| $2K$, ground-state orbitals (eV) | 1.32 | 0.63 |
| $\pi^*$ share, ground state | 0.75 | 0.25 |
| $\pi^*$ share, relaxed | 0.54 | 0.13 |
| $K$, new $\pi^*$, old core (eV) | 0.906 | 0.309 |
| $K$, both relaxed (eV) | 0.865 | 0.296 |
| $E_{\rm opp}-E_{\rm par}$, relaxed (eV) | 0.952 | 0.265 |
| Splitting from (4) (eV) | 1.90 | 0.53 |

The shares refer to the hole atom. The third decimal of $K$ is not converged with the basis. Going to cc-pCVQZ, with both bases limited to $\sigma$ and $\pi$ functions, shifts the ground-state $K$ by $+0.002$ eV (N) and $-0.003$ eV (O), the relaxed $K$ by 0.007 to 0.010 eV (N) and 0.002 eV (O), and the shares by up to 0.005. Before relaxation, the $\pi^*$ electron sits mainly on nitrogen, and the N 1s exchange integral is about twice the O 1s one. The ratio of the shares is larger, about 3, so the exchange integral divided by the share is larger for the O 1s hole.

After relaxation the $\pi^*$ orbital again moves away from the hole in both cases. The two-site model gives the same direction. In NO the two levels differ already before ionization, so $\Delta$ starts from a nonzero value, negative when $A$ is nitrogen. The hole raises $\Delta$, and $P_A$ falls as $\Delta$ rises, but it need not drop below 1/2. Yet in the orbitals of the parallel determinant $K$ for the N 1s hole rises. The share alone therefore does not determine $K$. Two effects may contribute: the attraction of the hole can concentrate the remaining $\pi^*$ amplitude near the nucleus, where the core orbital is, and the Mulliken share of an antibonding orbital contains a negative overlap term, so it need not follow the local amplitude. These numbers do not separate the two, and this explanation remains a conjecture.

For the O 1s hole the new $\pi^*$ orbital lowers $K$ by just 0.007 eV, although its share on oxygen is nearly halved; the new core orbital then lowers it by a further 0.013 eV. The small size of the total change depends on how the open orbitals were identified. Restricted open-shell orbitals of the relaxed triplet ion give $K=0.255$ eV for the O 1s hole and 1.088 eV for the N 1s hole: the same directions, but larger changes. The rise for nitrogen belongs to the triplet orbitals. Restricted open-shell orbitals relaxed for the singlet give $K=0.26$ eV for the N 1s hole and 0.14 eV for the O 1s hole. With triplet and singlet relaxed separately as spin-pure states, the splittings are 1.05 and 0.38 eV, both below the ground-state-orbital values. The ratio of the N 1s to the O 1s splitting grows from 2.1 to 2.8 in this treatment and to 3.6 with (4), but whether relaxation raises or lowers the N 1s splitting depends on the method.

The Delta-SCF splittings can be compared with $(2S+1)K$ from the relaxed orbitals of the parallel determinant. These are 1.00 eV for O2, and 1.73 and 0.59 eV for the N 1s and O 1s holes of NO. The estimates from (4) differ from them by $+0.07$, $+0.18$ and $-0.06$ eV. Separate relaxation, spin polarization and the definition of the open orbitals all enter these differences, so their sizes should not be assigned to one cause. The N 1s hole has the largest one, and also the largest spin contamination: $\langle\mathbf S'^2\rangle$ is 2.14 and 1.17, against the ideal 2 and 1. For the O 1s hole the values are 2.04 and 1.06.

Formula (2) thus fixes the spin factor, while the size of $K$ can depend strongly on the orbitals put into it, as it does for O2 and the N 1s hole of NO. All these splittings omit electron correlation beyond Hartree-Fock, including the mixing of other configurations into the final states, as well as relativity and nuclear motion. Correlation can act differently on the two final spins, so it need not cancel in the splitting.
